# Core-valence exchange in PAW for closed core shells: test program

```python
"""Core-valence exchange matrix of an atom with closed core shells.

Result under test (Hartree atomic units):
  X_ij = sum_c <i c | 1/r12 | c j>   (each spatial core orbital c once)
       = delta(l_i,l_j) delta(m_i,m_j)
         * sum_{shells c} (2 l_c + 1) sum_k (l_i k l_c; 0 0 0)^2 R^k(ic,cj)
  R^k(ic,cj) = double integral of u_i u_c(r) r_<^k / r_>^(k+1) u_c u_j(r')
  E_cv = - sum_spin sum_ij rho_ij X_ij
i, j: partial waves; u = r * radial function; (...;0 0 0): Wigner 3j symbol;
rho: valence density matrix of one spin in the partial-wave basis.
Example: Ti with its 1s 2s 2p 3s 3p core (Ti4+, restricted Hartree-Fock).
"""
from functools import lru_cache
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre, gamma, lpmv
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def squared_3j(l, k, lc):
    return float(wigner_3j(l, k, lc, 0, 0, 0) ** 2)


# ---------- angular part: quadrature against squared 3j symbols ----------
nodes, weights = np.polynomial.legendre.leggauss(14)
legendre_error = 0.0
for l in range(4):
    for lc in range(4):
        for k in range(7):
            integral = 0.5 * np.sum(weights * eval_legendre(l, nodes)
                                    * eval_legendre(k, nodes)
                                    * eval_legendre(lc, nodes))
            legendre_error = max(legendre_error,
                                 abs(integral - squared_3j(l, k, lc)))
assert legendre_error < 1e-12

n_phi = 28
phi = 2 * np.pi * np.arange(n_phi) / n_phi
cos_theta = np.repeat(nodes, n_phi)
phi_all = np.tile(phi, len(nodes))
solid_weights = np.repeat(weights, n_phi) * 2 * np.pi / n_phi


def complex_harmonic(l, m):
    a = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi_all)
    return y if m >= 0 else (-1) ** a * y.conj()


harmonics = {l: np.array([complex_harmonic(l, m) for m in range(-l, l + 1)])
             for l in range(7)}
all_waves = np.vstack([harmonics[l] for l in range(4)])
wave_l = np.concatenate([[l] * (2 * l + 1) for l in range(4)])
shell_sum_error = 0.0
for lc in range(4):
    for k in range(7):
        triple = np.einsum("ig,qg,cg,g->iqc", all_waves.conj(), harmonics[k],
                           harmonics[lc], solid_weights, optimize=True)
        flat = triple.reshape(len(all_waves), -1)
        explicit = 4 * np.pi / (2 * k + 1) * flat @ flat.conj().T
        derived = np.diag([(2 * lc + 1) * squared_3j(int(l), k, lc)
                           for l in wave_l])
        shell_sum_error = max(shell_sum_error, np.abs(explicit - derived).max())
assert shell_sum_error < 1e-11

# ---------- closed-shell Ti4+ core by restricted Hartree-Fock ----------
basis = gto.expand_etbs([(0, 18, 0.02, 2.55), (1, 13, 0.03, 2.55),
                         (2, 9, 0.04, 2.55)])
mol = gto.M(atom="Ti 0 0 0", basis={"Ti": basis}, charge=4, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged

first_ao = mol.ao_loc_nr()
shells = {l: [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
          for l in range(3)}
exponents = {l: np.array([mol.bas_exp(b)[0] for b in shells[l]])
             for l in range(3)}
primitive_norm = {l: np.sqrt(2 * (2 * exponents[l]) ** (l + 1.5)
                             / gamma(l + 1.5)) for l in range(3)}
overlap = mol.intor("int1e_ovlp")
h_core = mf.get_hcore()


def ao_indices(l, component):
    return np.array([first_ao[b] + component for b in shells[l]])


def solve_channel(fock, l):
    idx = ao_indices(l, 0)
    energy, coeff = eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])
    # phase convention: radial function positive next to the nucleus
    return energy, coeff * np.sign(primitive_norm[l] @ coeff)


def full_vector(l, component, coeff):
    vector = np.zeros(mol.nao_nr())
    vector[ao_indices(l, component)] = coeff
    return vector


def u_function(l, coeff, r):
    gaussians = np.exp(-np.outer(r ** 2, exponents[l]))
    return r ** (l + 1) * (gaussians @ (coeff * primitive_norm[l]))


fock_scf = mf.get_fock()
core = {}
for l, names in ((0, ("1s", "2s", "3s")), (1, ("2p", "3p"))):
    coeff = solve_channel(fock_scf, l)[1]
    for n, name in enumerate(names):
        core[name] = (l, coeff[:, n])
core_vectors = np.array([full_vector(l, m, c) for l, c in core.values()
                         for m in range(2 * l + 1)]).T
core_density = core_vectors @ core_vectors.T
assert abs(mf.energy_tot(dm=2 * core_density) - mf.e_tot) < 1e-7

coulomb_core = mf.get_j(mol, 2 * core_density)
exchange_core = mf.get_k(mol, core_density)
fock = h_core + coulomb_core - exchange_core

waves, level = {}, {}
for l, skip, names in ((0, 3, ("4s", "5s")), (1, 2, ("4p", "5p")),
                       (2, 0, ("3d", "4d"))):
    energy, coeff = solve_channel(fock, l)
    for n, name in enumerate(names):
        waves[name] = (l, coeff[:, skip + n])
        level[name] = energy[skip + n]
level_3p = solve_channel(fock, 1)[0][1]
assert level_3p < min(level.values())

# ---------- radial Slater integrals on a logarithmic grid ----------


def log_grid(r_end):
    return np.linspace(np.log(1e-6), np.log(r_end), 2500)


def slater_integral(k, pair_a, pair_b, x):
    r = np.exp(x)
    inner = CubicSpline(x, pair_b * r ** (k + 1.0)).antiderivative()(x)
    outer = CubicSpline(x, pair_b * r ** (-float(k))).antiderivative()(x)
    potential = inner * r ** (-k - 1.0) + (outer[-1] - outer) * r ** k
    return float(CubicSpline(x, pair_a * r * potential).integrate(x[0], x[-1]))


def exchange_terms(name_i, name_j, r_end=60.0):
    """List of (core shell, k, weight, R^k) for two waves of equal l."""
    x = log_grid(r_end)
    r = np.exp(x)
    l = waves[name_i][0]
    u_i = u_function(l, waves[name_i][1], r)
    u_j = u_function(l, waves[name_j][1], r)
    terms = []
    for shell, (lc, coeff) in core.items():
        u_c = u_function(lc, coeff, r)
        for k in range(abs(l - lc), l + lc + 1, 2):
            weight = (2 * lc + 1) * squared_3j(l, k, lc)
            terms.append((shell, k, weight,
                          slater_integral(k, u_i * u_c, u_c * u_j, x)))
    return terms


def total(terms):
    return sum(weight * rk for _, _, weight, rk in terms)


labels = [(name, m) for name, (l, _) in waves.items() for m in range(2 * l + 1)]
wave_vectors = np.array([full_vector(waves[n][0], m, waves[n][1])
                         for n, m in labels]).T
radial_x = {(a, b): total(exchange_terms(a, b)) for a in waves for b in waves
            if waves[a][0] == waves[b][0]}
x_formula = np.array([[radial_x[a, b] if (waves[a][0] == waves[b][0]
                                          and ma == mb) else 0.0
                       for b, mb in labels] for a, ma in labels])
x_gaussian = wave_vectors.T @ exchange_core @ wave_vectors
matrix_error = np.abs(x_formula - x_gaussian).max()
assert matrix_error < 1e-6
smallest_eigenvalue = np.linalg.eigvalsh(x_formula).min()
assert smallest_eigenvalue > 0
assert abs(radial_x["4s", "5s"]) > 1e-3 and abs(radial_x["3d", "4d"]) > 1e-3

# ---------- prefactor of the energy: random valence density matrices ----------


def fock_exchange(density):
    return -0.5 * np.sum(density * mf.get_k(mol, density))


rng = np.random.default_rng(7)
cross_energy, formula_energy = 0.0, 0.0
for spin in range(2):
    a = rng.normal(size=(len(labels), len(labels)))
    rho = a @ a.T / len(labels) ** 2
    valence = wave_vectors @ rho @ wave_vectors.T
    cross_energy += (fock_exchange(core_density + valence)
                     - fock_exchange(core_density) - fock_exchange(valence))
    formula_energy -= np.sum(rho * x_formula)
assert abs(cross_energy - formula_energy) < 1e-6

# ---------- level of one 3d electron outside the core ----------
vector_3d = full_vector(2, 0, waves["3d"][1])
one_electron = vector_3d @ h_core @ vector_3d
hartree = vector_3d @ coulomb_core @ vector_3d
x_3d = radial_x["3d", "3d"]
x_4s = radial_x["4s", "4s"]
assert abs(one_electron + hartree - x_3d - level["3d"]) < 1e-6

# ---------- counterexample: the 3p_z orbital missing from the core ----------
hole = full_vector(1, 2, core["3p"][1])
x_open = wave_vectors.T @ mf.get_k(
    mol, core_density - np.outer(hole, hole)) @ wave_vectors
rows_3d = [labels.index(("3d", m)) for m in range(5)]
open_diagonal = np.diag(x_open)[rows_3d]
open_coupling = x_open[labels.index(("4s", 0)), rows_3d[2]]
assert np.ptp(open_diagonal) > 1e-3 and abs(open_coupling) > 1e-3

# ---------- finite augmentation sphere ----------
sphere = []
for radius in (2.0, 2.5, 3.0):
    x = log_grid(radius)
    r = np.exp(x)
    inside = CubicSpline(x, u_function(1, core["3p"][1], r) ** 2 * r).integrate(
        x[0], x[-1])
    sphere.append((radius, 1 - float(inside),
                   total(exchange_terms("3d", "3d", radius)),
                   total(exchange_terms("4s", "4s", radius))))
assert abs(sphere[2][2] - x_3d) < abs(sphere[0][2] - x_3d)

# ---------- output ----------
print("Ti4+ core, non-relativistic RHF; energies in hartree (Ha)")
print(f"basis functions: {mol.nao_nr()}   partial waves with m: {len(labels)}")
print(f"total energy of Ti4+: {mf.e_tot:.4f} Ha")
print(f"max error, Legendre triple integral: {legendre_error:.1e}")
print(f"max error, explicit sum over m_c and q: {shell_sum_error:.1e}")
print(f"max error, X formula vs Gaussian integrals: {matrix_error:.1e} Ha")
print(f"largest X element between different l or m (Gaussian): "
      f"{np.abs(x_gaussian[x_formula == 0]).max():.1e} Ha")
print(f"smallest eigenvalue of X: {smallest_eigenvalue:.5f} Ha")
print(f"random rho: cross exchange energy {cross_energy:.6f} Ha, "
      f"-sum rho X {formula_energy:.6f} Ha")
for name in ("3d", "4s"):
    print(f"X({name},{name}): shell, k, (2lc+1)*3j^2, R^k (Ha), product (Ha)")
    for shell, k, weight, rk in exchange_terms(name, name):
        print(f"  {shell}  {k}  {weight:.6f}  {rk:.6f}  {weight * rk:.6f}")
for a, b in (("3d", "3d"), ("3d", "4d"), ("4d", "4d"), ("4s", "4s"),
             ("4s", "5s"), ("5s", "5s"), ("4p", "4p"), ("4p", "5p"),
             ("5p", "5p")):
    print(f"X({a},{b}) = {radial_x[a, b]:.5f} Ha")
print(f"X(3d,3d) = {x_3d * HARTREE_EV:.3f} eV, "
      f"X(4s,4s) = {x_4s * HARTREE_EV:.3f} eV")
print(f"3d electron: kinetic + nuclear = {one_electron:.5f} Ha")
print(f"3d electron: Hartree energy with core = {hartree:.5f} Ha")
print(f"3d level = {level['3d']:.5f} Ha; 4s level = {level['4s']:.5f} Ha")
print(f"3d level without the exchange term = {level['3d'] + x_3d:.5f} Ha")
print("sphere radius (bohr), 3p norm outside, X(3d,3d), X(4s,4s) (Ha)")
for radius, outside, cut_3d, cut_4s in sphere:
    print(f"  {radius:.1f}  {outside:.5f}  {cut_3d:.5f}  {cut_4s:.5f}")
print("3p_z orbital removed from the core:")
print("  X(3d,3d) for xy, yz, z2, xz, x2-y2 (Ha): "
      + " ".join(f"{value:.5f}" for value in open_diagonal))
print(f"  X(4s,3d z2) = {open_coupling:.5f} Ha")
print("checks complete")
```

It prints:

```
Ti4+ core, non-relativistic RHF; energies in hartree (Ha)
basis functions: 102   partial waves with m: 18
total energy of Ti4+: -845.1793 Ha
max error, Legendre triple integral: 4.4e-16
max error, explicit sum over m_c and q: 5.7e-15
max error, X formula vs Gaussian integrals: 5.2e-11 Ha
largest X element between different l or m (Gaussian): 1.5e-17 Ha
smallest eigenvalue of X: 0.00014 Ha
random rho: cross exchange energy -0.263881 Ha, -sum rho X -0.263881 Ha
X(3d,3d): shell, k, (2lc+1)*3j^2, R^k (Ha), product (Ha)
  1s  2  0.200000  0.000977  0.000195
  2s  2  0.200000  0.100176  0.020035
  3s  2  0.200000  0.353367  0.070673
  2p  1  0.400000  0.111353  0.044541
  2p  3  0.257143  0.063130  0.016233
  3p  1  0.400000  0.465851  0.186340
  3p  3  0.257143  0.283808  0.072979
X(4s,4s): shell, k, (2lc+1)*3j^2, R^k (Ha), product (Ha)
  1s  0  1.000000  0.006116  0.006116
  2s  0  1.000000  0.009587  0.009587
  3s  0  1.000000  0.022763  0.022763
  2p  1  1.000000  0.012329  0.012329
  3p  1  1.000000  0.032186  0.032186
X(3d,3d) = 0.41100 Ha
X(3d,4d) = 0.12335 Ha
X(4d,4d) = 0.04285 Ha
X(4s,4s) = 0.08298 Ha
X(4s,5s) = 0.04709 Ha
X(5s,5s) = 0.02703 Ha
X(4p,4p) = 0.06043 Ha
X(4p,5p) = 0.03706 Ha
X(5p,5p) = 0.02291 Ha
X(3d,3d) = 11.184 eV, X(4s,4s) = 2.258 eV
3d electron: kinetic + nuclear = -17.20841 Ha
3d electron: Hartree energy with core = 16.09232 Ha
3d level = -1.52708 Ha; 4s level = -1.18843 Ha
3d level without the exchange term = -1.11608 Ha
sphere radius (bohr), 3p norm outside, X(3d,3d), X(4s,4s) (Ha)
  2.0  0.02213  0.40037  0.07741
  2.5  0.00322  0.40941  0.08059
  3.0  0.00033  0.41080  0.08246
3p_z orbital removed from the core:
  X(3d,3d) for xy, yz, z2, xz, x2-y2 (Ha): 0.39362 0.29003 0.25549 0.29003 0.39362
  X(4s,3d z2) = -0.00913 Ha
checks complete
```
